# Inert marker displacement and the diffusion fluxes in silicide growth: verification in Python

```python
"""Inert marker in a growing silicide M_a Si_b between silicon and metal M.

Result under test (z points from silicon to metal, substrate at rest):
    x_S = Omega*N_M/a,   L = Omega*(N_M/a + N_S/b),
    z_m = x_S - beta*L,  beta = b*V_S/Omega.
N_M: metal atoms per area that crossed the marker toward silicon.
N_S: silicon atoms per area that crossed the marker toward the metal.
x_S: compound thickness between silicon and marker; L: total thickness.
V_M, V_S: volume per atom in metal and silicon; Omega: per formula unit.
j_M, j_S: the corresponding fluxes in the compound lattice frame.
Lengths are in angstrom, times in seconds.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def interface_velocities(j_m, j_s, a, b, v_m, v_s, omega):
    """Solve species balances at both moving interfaces.

    Unknowns: silicon interface, compound lattice, metal interface,
    and rigid metal film (free surface) velocities.
    """
    c_m, c_s = a / omega, b / omega
    matrix = np.array([
        [-c_m, c_m, 0.0, 0.0],                    # metal, lower interface
        [c_s - 1 / v_s, -c_s, 0.0, 0.0],          # silicon, lower interface
        [0.0, c_s, -c_s, 0.0],                    # silicon, upper interface
        [0.0, -c_m, c_m - 1 / v_m, 1 / v_m],      # metal, upper interface
    ])
    return np.linalg.solve(matrix, np.array([j_m, j_s, -j_s, -j_m]))


def marker_shift(n_m, n_s, a, b, v_s, omega):
    return (omega - b * v_s) * n_m / a - v_s * n_s


# Closed forms against interface balances, for shrinking and swelling cases.
rng = np.random.default_rng(7)
for a, b in [(1, 1), (2, 1), (1, 2), (5, 3)]:
    for volume_factor in (0.85, 1.0, 1.12):
        v_m, v_s = rng.uniform(9, 22, size=2)
        omega = volume_factor * (a * v_m + b * v_s)
        j_m, j_s = rng.uniform(0.1, 2.0, size=2)
        low, lattice, high, surface = interface_velocities(
            j_m, j_s, a, b, v_m, v_s, omega)
        growth = omega * (j_m / a + j_s / b)
        assert np.isclose(high - low, growth, rtol=1e-10)
        fraction = (j_m / a) / (j_m / a + j_s / b)
        assert np.isclose((lattice - low) / (high - low), fraction, rtol=1e-10)
        assert np.isclose(lattice, marker_shift(j_m, j_s, a, b, v_s, omega),
                          rtol=1e-9, atol=1e-10)
        expected_surface = (1 - (a * v_m + b * v_s) / omega) * growth
        assert np.isclose(surface, expected_surface, rtol=1e-9, atol=1e-10)
        additive = v_m * j_m - v_s * j_s
        assert np.isclose(lattice, additive, atol=1e-9) == (volume_factor == 1.0)
        # Stationary marker, and the two single-mover limits.
        beta = b * v_s / omega
        ratio = (a / b) * beta / (1 - beta)
        still = interface_velocities(ratio, 1.0, a, b, v_m, v_s, omega)
        assert abs(still[1]) < 1e-9
        only_m = interface_velocities(1.0, 0.0, a, b, v_m, v_s, omega)
        only_s = interface_velocities(0.0, 1.0, a, b, v_m, v_s, omega)
        assert np.isclose(only_m[1] / (only_m[2] - only_m[0]), 1 - beta)
        assert np.isclose(only_s[1] / (only_s[2] - only_s[0]), -beta)

# Worked model.
a, b = 2, 1
v_m, v_s, omega = 11.0, 20.0, 39.0
film, duration = 400.0, 3600.0
k_m, k_s = 0.6, 0.1
alpha, beta = a * v_m / omega, b * v_s / omega


def grow_column(mode, events=240):
    """Build a column unit by unit and measure its marker and surface."""
    volume = {"S": v_s, "M": v_m, "C": omega, "X": 0.0}
    n_silicon, n_metal, middle = 900, 900, ["X"]
    start_marker = n_silicon * v_s
    start_surface = start_marker + n_metal * v_m
    crossed_m = crossed_s = 0
    for _ in range(events):
        if mode == "interfaces":
            place = 0 if rng.random() < 0.7 else len(middle)
        else:
            place = int(rng.integers(0, len(middle) + 1))
        if place <= middle.index("X"):
            crossed_m += a
        else:
            crossed_s += b
        middle.insert(place, "C")
        n_silicon -= b
        n_metal -= a
    column = ["S"] * n_silicon + middle + ["M"] * n_metal
    heights = np.cumsum([volume[item] for item in column])
    marker = heights[column.index("X")] - start_marker
    surface = heights[-1] - start_surface
    below = omega * middle[:middle.index("X")].count("C")
    total = omega * middle.count("C")
    return crossed_m, crossed_s, marker, surface, below, total


for mode in ("interfaces", "anywhere"):
    n_m, n_s, marker, surface, below, total = grow_column(mode)
    assert np.isclose(marker, marker_shift(n_m, n_s, a, b, v_s, omega))
    assert np.isclose(below, omega * n_m / a)
    assert np.isclose(total, omega * (n_m / a + n_s / b))
    assert np.isclose(surface, (1 - alpha - beta) * total)

# Time integration from a thin existing layer with the marker inside it.
seed, seed_marker = 1.0, 0.2


def integrate(perm_m, perm_s):
    def rates(_, z):
        thickness = z[2] - z[0]
        return interface_velocities(perm_m / thickness, perm_s / thickness,
                                    a, b, v_m, v_s, omega)
    start = [0.0, seed_marker, seed, seed + film]
    result = solve_ivp(rates, (0, duration + 10), start, method="DOP853",
                       rtol=1e-10, atol=1e-10, max_step=60, dense_output=True)
    assert result.success
    return result.sol


def amounts_above(z, plane):
    """Metal and silicon atoms per area above a substrate-fixed plane."""
    compound = z[2] - plane
    return np.array([a * compound / omega + (z[3] - z[2]) / v_m,
                     b * compound / omega])


records = []
for perm_m, perm_s in [(k_m, k_s), (0.2, 0.3)]:
    path = integrate(perm_m, perm_s)
    z = path(duration)
    thickness = z[2] - z[0]
    strength = perm_m / a + perm_s / b
    fraction = perm_m / a / strength
    assert np.isclose(thickness, np.sqrt(seed**2 + 2 * omega * strength * duration),
                      rtol=1e-7)
    gain, shift = thickness - seed, z[1] - seed_marker
    assert np.isclose(shift, (fraction - beta) * gain, rtol=1e-6)
    surface_shift = z[3] - seed - film
    surface_guess = (shift - surface_shift) / gain + beta
    assert np.isclose(surface_guess, fraction - (1 - alpha - beta), rtol=1e-6)
    depth_change = (z[3] - z[1]) - (seed + film - seed_marker)
    assert np.isclose(depth_change, (1 - alpha - fraction) * gain, rtol=1e-6)
    # Substrate-frame flux: rate of change of the amount above a fixed plane.
    plane, dt = 0.5 * (z[0] + z[2]), 10.0
    measured = (amounts_above(path(duration + dt), plane)
                - amounts_above(path(duration - dt), plane)) / (2 * dt)
    speed = omega * strength / thickness
    predicted = np.array([-a * beta, b * (1 - beta)]) * speed / omega
    # Central-difference truncation is about one part in a million.
    assert np.allclose(measured, predicted, rtol=2e-5, atol=0)
    records.append((thickness, shift, measured))
assert np.isclose(records[0][0], records[1][0], rtol=1e-7)
assert np.allclose(records[0][2], records[1][2], rtol=2e-5, atol=0)
assert records[0][1] > 0 > records[1][1]

# Example with no initial compound and the marker at the original contact.
strength = k_m / a + k_s / b
thickness = np.sqrt(2 * omega * strength * duration)
fraction = k_m / a / strength
below = fraction * thickness
n_m, n_s = a * below / omega, b * (thickness - below) / omega
shift = marker_shift(n_m, n_s, a, b, v_s, omega)
surface_shift = (1 - alpha - beta) * thickness
metal_left = film - alpha * thickness
assert metal_left > 0
j_m, j_s = k_m / thickness, k_s / thickness
speeds = interface_velocities(j_m, j_s, a, b, v_m, v_s, omega)
recovered = shift / thickness + beta
recovered_ratio = a / b * recovered / (1 - recovered)
assert np.isclose(recovered_ratio, k_m / k_s)
wrong = (shift - surface_shift) / thickness + beta
wrong_ratio = a / b * wrong / (1 - wrong)
sub_m = -j_m + a * speeds[1] / omega
sub_s = j_s + b * speeds[1] / omega

print(f"Compound: a = {a}, b = {b} (atoms per formula unit)")
print(f"V_M = {v_m:.1f}, V_S = {v_s:.1f}, Omega = {omega:.1f} angstrom^3")
print(f"Volume change per formula unit = {omega-a*v_m-b*v_s:.1f} angstrom^3")
print(f"Initial metal film = {film:.1f} angstrom; time = {duration:.0f} s")
print(f"K_M = {k_m:.2f}, K_S = {k_s:.2f} atoms/(angstrom s)")
print(f"alpha = {alpha:.4f}, beta = {beta:.4f} (dimensionless)")
print(f"Compound thickness L = {thickness:.2f} angstrom")
print(f"Compound thickness L = {thickness/BOHR:.2f} bohr")
print(f"Marker fraction f = {fraction:.4f} (dimensionless)")
print(f"Compound below marker x_S = {below:.2f} angstrom")
print(f"Compound above marker = {thickness-below:.2f} angstrom")
print(f"Metal fluence N_M = {n_m:.4f} atoms/angstrom^2")
print(f"Silicon fluence N_S = {n_s:.4f} atoms/angstrom^2")
print(f"Silicon interface position = {-beta*thickness:.2f} angstrom")
print(f"Marker displacement z_m = {shift:.2f} angstrom")
print(f"Marker displacement z_m = {shift/BOHR:.2f} bohr")
print(f"Additive-volume estimate of z_m = {v_m*n_m-v_s*n_s:.2f} angstrom")
print(f"Free-surface displacement = {surface_shift:.2f} angstrom")
print(f"Marker depth below surface = {film+surface_shift-shift:.2f} angstrom")
print(f"Unreacted metal left = {metal_left:.2f} angstrom")
print(f"Final lattice-frame j_M = {j_m:.4e} atoms/(angstrom^2 s)")
print(f"Final lattice-frame j_S = {j_s:.4e} atoms/(angstrom^2 s)")
print(f"Final growth rate dL/dt = {speeds[2]-speeds[0]:.5f} angstrom/s")
print(f"Final marker velocity = {speeds[1]:.5f} angstrom/s")
print(f"Final substrate-frame J_M = {sub_m:.4e} atoms/(angstrom^2 s)")
print(f"Final substrate-frame J_S = {sub_s:.4e} atoms/(angstrom^2 s)")
print(f"Recovered j_M/j_S = {recovered_ratio:.3f} (dimensionless)")
print(f"Fixed-surface error: inferred f = {wrong:.4f} (dimensionless)")
print(f"Fixed-surface error: j_M/j_S = {wrong_ratio:.3f} (dimensionless)")
print(f"Stationary marker: j_M/j_S = {a/b*beta/(1-beta):.4f} (dimensionless)")
print("Comparison runs, 1 angstrom seed layer, equal K_M/a + K_S/b:")
for name, record in zip(("K_M=0.6, K_S=0.1", "K_M=0.2, K_S=0.3"), records):
    print(f"  {name}: L = {record[0]:.2f}, shift = {record[1]:.2f} angstrom")
print("PASS")
```

It prints:

```
Compound: a = 2, b = 1 (atoms per formula unit)
V_M = 11.0, V_S = 20.0, Omega = 39.0 angstrom^3
Volume change per formula unit = -3.0 angstrom^3
Initial metal film = 400.0 angstrom; time = 3600 s
K_M = 0.60, K_S = 0.10 atoms/(angstrom s)
alpha = 0.5641, beta = 0.5128 (dimensionless)
Compound thickness L = 335.14 angstrom
Compound thickness L = 633.33 bohr
Marker fraction f = 0.7500 (dimensionless)
Compound below marker x_S = 251.36 angstrom
Compound above marker = 83.79 angstrom
Metal fluence N_M = 12.8901 atoms/angstrom^2
Silicon fluence N_S = 2.1483 atoms/angstrom^2
Silicon interface position = -171.87 angstrom
Marker displacement z_m = 79.49 angstrom
Marker displacement z_m = 150.21 bohr
Additive-volume estimate of z_m = 98.82 angstrom
Free-surface displacement = -25.78 angstrom
Marker depth below surface = 294.73 angstrom
Unreacted metal left = 210.95 angstrom
Final lattice-frame j_M = 1.7903e-03 atoms/(angstrom^2 s)
Final lattice-frame j_S = 2.9838e-04 atoms/(angstrom^2 s)
Final growth rate dL/dt = 0.04655 angstrom/s
Final marker velocity = 0.01104 angstrom/s
Final substrate-frame J_M = -1.2241e-03 atoms/(angstrom^2 s)
Final substrate-frame J_S = 5.8146e-04 atoms/(angstrom^2 s)
Recovered j_M/j_S = 6.000 (dimensionless)
Fixed-surface error: inferred f = 0.8269 (dimensionless)
Fixed-surface error: j_M/j_S = 9.556 (dimensionless)
Stationary marker: j_M/j_S = 2.1053 (dimensionless)
Comparison runs, 1 angstrom seed layer, equal K_M/a + K_S/b:
  K_M=0.6, K_S=0.1: L = 335.14, shift = 79.25 angstrom
  K_M=0.2, K_S=0.3: L = 335.14, shift = -87.82 angstrom
PASS
```
